\section*{Quadratic k-mesh error of the Berry-phase polarization and the third cumulant}

\section{Definitions and conventions}

Consider independent electrons in a one-dimensional crystal of lattice constant $a$, with $n$ filled bands per spin, a gap above them, short-range hopping and no macroscopic field. One spin is treated first. Bloch states are $\psi_{k}=e^{ikx}u_{k}$, with the periodic gauge $\psi_{k+2\pi/a}=\psi_k$. The mesh has $N$ uniform points with spacing
\begin{equation}
b=\frac{2\pi}{Na},\qquad S_{ij}(k,k+b)=\langle u_{ik}|u_{j,k+b}\rangle .
\end{equation}
The discretized Berry phase gives the electron centre
\begin{equation}
X_N=-\frac{a}{2\pi}\,\mathrm{Im}\ln\prod_{k}\det S(k,k+b),
\label{eq:XN}
\end{equation}
which is defined modulo $a$, because the phase is defined modulo $2\pi$. A unitary rotation of the occupied states at one mesh point multiplies one determinant by a phase and its neighbour by the conjugate phase, so $X_N$ is gauge invariant at every $N$.

The result to be derived is
\begin{equation}
X_N=C_1-\frac{b^2}{6}C_3+\frac{b^4}{120}C_5-\dots
\label{eq:main}
\end{equation}
up to terms exponentially small in $N$. Here $C_m$ is the $m$th cumulant, per cell, of the total position $X=\sum_i x_i$ of the electrons. It is not a cumulant of the charge density in one unit cell, which would depend on where the cell is cut. If $C_3=0$, the error is of higher order.

With electron charge $-e$, two spins and cross-section $\Omega$ per chain, the electronic polarization is $-2eX_N/(a\Omega)$ modulo its quantum. Its leading error is therefore
\begin{equation}
\delta P=+\frac{2e}{a\Omega}\,\frac{b^2C_3}{6}.
\label{eq:dP}
\end{equation}

\section{First derivation: the mesh sum in k-space}

\subsection{From the sum to an average}

Define $F(k,b)=\ln\det S(k,k+b)$ in a smooth periodic gauge, on the branch that tends to zero as $b\to0$. It is periodic in $k$ and has the Fourier series $F=\sum_m f_m(b)e^{imka}$. On the mesh $k_j=k_0+jb$, the sum of $e^{imk_ja}$ vanishes unless $m$ is a multiple of $N$, so
\begin{equation}
\sum_jF(k_j,b)=N\sum_{p}f_{pN}(b)\,e^{ipNk_0a}.
\end{equation}
The term $p=0$ is $N\bar F(b)$, where the bar denotes the average over the Brillouin zone. The others are aliasing terms. A gapped, short-range Hamiltonian has an occupied projector that is analytic in a strip around real $k$. For small $b$ the function $F$ is then analytic in a strip too, and $f_{pN}$ decays exponentially with $N$.

A gauge change whose determinant is $e^{i\theta(k)}$ adds $i[\theta(k+b)-\theta(k)]$ to $F$. If $\theta$ winds by $2\pi q$ across the zone, the average of this addition is $ibqa$, for integer $q$. It is linear in $b$: it moves $C_1$ by a lattice vector and leaves every higher coefficient alone.

\subsection{Only odd orders survive}

Since $S(k,k-b)=S(k-b,k)^\dagger$, we have $F(k,-b)=F(k-b,b)^*$. Averaging over $k$ removes the shift and gives $\bar F(-b)=\bar F(b)^*$. Even Taylor coefficients are thus real and odd ones imaginary, so real numbers $C_m$ exist with
\begin{equation}
\bar F(b)=\sum_{m\ge1}\frac{(-ib)^m}{m!}C_m .
\label{eq:cum}
\end{equation}
Using $(-i)^3=i$ and $(-i)^5=-i$,
\begin{equation}
\mathrm{Im}\,\bar F=-bC_1+\frac{b^3}{6}C_3-\frac{b^5}{120}C_5+\dots
\end{equation}
Equation (\ref{eq:XN}) gives $X_N=-(aN/2\pi)\,\mathrm{Im}\bar F=-\mathrm{Im}\bar F/b$, which is (\ref{eq:main}). The error is quadratic because the cubic term of the phase is divided by one power of $b$.

\subsection{A local formula for one band}

Let $A=i\langle u|\partial_ku\rangle$. For one band a phase change can make $A$ constant and equal to $C_1$. Writing $u=e^{-iC_1k}v$ removes it: $\langle v|v'\rangle=0$ for all $k$, and $F=-ibC_1+\ln\langle v_k|v_{k+b}\rangle$. Expand the overlap:
\begin{equation}
\langle v_k|v_{k+b}\rangle=1+\frac{b^2}{2}\langle v|v''\rangle+\frac{b^3}{6}\langle v|v'''\rangle+\dots
\end{equation}
Differentiating $\langle v|v'\rangle=0$ gives $\langle v|v''\rangle=-\langle v'|v'\rangle$, which is real. A second derivative gives
\begin{equation}
\langle v|v'''\rangle=-2\langle v'|v''\rangle-\langle v''|v'\rangle ,
\end{equation}
whose imaginary part is $-\mathrm{Im}\langle v'|v''\rangle$. The logarithm adds no cubic term, since the overlap has no linear one. Comparison with (\ref{eq:cum}) yields
\begin{equation}
C_2=\overline{g},\quad g=\langle v'|v'\rangle;\qquad
C_3=\overline{c_3},\quad c_3=-\mathrm{Im}\langle v'|v''\rangle .
\label{eq:local}
\end{equation}

\section{Second derivation: electrons on a ring}

\subsection{The phase as a many-electron average}

Put the filled bands on a ring of $N$ cells, length $L=Na$. The function $e^{-ibx}$ with $b=2\pi/L$ is single-valued there. For the Slater determinant $\Psi$ of the occupied states,
\begin{equation}
z=\langle\Psi|e^{-ibX}|\Psi\rangle=\det\langle\psi_{ik}|e^{-ibx}|\psi_{jk'}\rangle .
\end{equation}
The matrix element vanishes unless $k'=k+b$, where it equals $S_{ij}(k,k+b)$. The matrix is a cyclic arrangement of $N$ blocks. Bringing them to the diagonal takes $n$ cycles of length $N$, each with sign $(-1)^{N-1}$:
\begin{equation}
z=(-1)^{n(N-1)}\prod_k\det S(k,k+b).
\label{eq:ring}
\end{equation}

\subsection{Expansion in localized functions}

The same determinant may be evaluated in any orthonormal basis of the occupied space. Let $P$ be its projector. Choose the eigenfunctions $w_m$ of $PxP$, the maximally localized Wannier functions of the one-dimensional crystal, with $\langle w_m|x|w_n\rangle=x_m\delta_{mn}$. On a long ring this relation holds up to exponentially small tails. Factor out half of each centre's phase on either side:
\begin{equation}
\langle w_m|e^{-ibx}|w_n\rangle=e^{-ibx_m/2}\,(\delta_{mn}+K_{mn})\,e^{-ibx_n/2},
\end{equation}
\begin{equation}
K_{mn}=\langle w_m|e^{-ib[x-(x_m+x_n)/2]}|w_n\rangle-\delta_{mn}.
\end{equation}
For pairs that straddle the origin of the ring coordinate the half phases produce a minus sign. It cancels in every product around a closed loop that does not encircle the ring, and loops that do are exponentially small.

The linear term of $K_{mn}$ is $-ib\langle w_m|x-(x_m+x_n)/2|w_n\rangle$. It vanishes for $m=n$ by the definition of the centre, and for $m\neq n$ because both $x$ and the overlap are diagonal. Hence $K=O(b^2)$, and
\begin{equation}
\ln\det(1+K)=\mathrm{Tr}K-\tfrac12\mathrm{Tr}K^2+\dots=\mathrm{Tr}K+O(b^4).
\end{equation}
The diagonal elements of $K$ then give
\begin{equation}
\ln z=-ib\sum_mx_m-\frac{b^2}{2}\sum_m\langle(x-x_m)^2\rangle_m
+\frac{ib^3}{6}\sum_m\langle(x-x_m)^3\rangle_m+O(b^4).
\label{eq:lnz}
\end{equation}

Let $C_1$ be the sum of the $n$ centres in one cell. Summing over cells,
\begin{equation}
b\sum_mx_m=bNC_1+ban\frac{N(N-1)}{2}=\frac{2\pi}{a}C_1+\pi n(N-1).
\end{equation}
The last term reproduces the sign in (\ref{eq:ring}) and cancels it. The third-order sum is $N$ times the contribution of one cell, so
\begin{equation}
X_N=C_1-\frac{b^2}{6}C_3+\dots,\qquad
C_3=\sum_{m\in\text{cell}}\langle w_m|(x-x_m)^3|w_m\rangle .
\label{eq:wann}
\end{equation}
The fourth-order term of (\ref{eq:lnz}) is real: it contains $\mathrm{Tr}K$ at order $b^4$ and the trace of the square of a Hermitian matrix. The next correction to $X_N$ is therefore of order $b^4$.

\subsection{Why this is the cumulant of the total position}

On a finite open chain $X$ is an ordinary operator. Its generating function is $\langle e^{-i\beta X}\rangle=\det(1+Y)$ in the occupied space, with
\begin{equation}
Y=-i\beta PxP-\frac{\beta^2}{2}Px^2P+\frac{i\beta^3}{6}Px^3P+\dots
\end{equation}
Collect the cubic terms of $\mathrm{Tr}(Y-Y^2/2+Y^3/3)$. They are $\tfrac{i}{6}\mathrm{Tr}Px^3$, $-\tfrac{i}{2}\mathrm{Tr}PxPx^2$ and $\tfrac{i}{3}\mathrm{Tr}(Px)^3$, times $\beta^3$. Since the third cumulant $\kappa_3$ enters as $i\beta^3\kappa_3/6$,
\begin{equation}
\kappa_3=\mathrm{Tr}Px^3-3\,\mathrm{Tr}PxPx^2+2\,\mathrm{Tr}(Px)^3 .
\end{equation}
In the eigenbasis of $PxP$ each function contributes $\langle x^3\rangle_m-3x_m\langle x^2\rangle_m+2x_m^3=\langle(x-x_m)^3\rangle_m$. Each added bulk cell thus raises $\kappa_3$ by $C_3$, while the ends contribute a constant.

This was tested on a chain without time-reversal symmetry and with two filled bands. In units of $a$ the sites lie at $0,0.2,0.55,0.8$; in arbitrary energy units their levels are $-1.6,1.2,-0.9,1.9$. With sites numbered from 0, the hoppings are $H_{01}=0.7$, $H_{12}=0.5$, $H_{23}=0.6$, $H_{02}=0.2i$, and to the right neighbour $H_{30}=0.45$, $H_{20}=0.15e^{0.7i}$. Wannier functions of an open chain give $C_3=-7.35\times10^{-4}a^3$, and so does the growth of $\kappa_3$ per cell between 20 and 30 cells. At $N=48$ the error of $X_N$ is $2.0986\times10^{-6}a$, against $2.0988\times10^{-6}a$ from the quadratic term.

\section{What each derivation assumes}

Both derivations need independent electrons and a gap. As the gap closes the analytic strip shrinks, the Wannier tails lengthen, and the exponentially small terms cease to be small at a given $N$. The coefficients can grow as well: in the two-site chain below, with $t_1=t_2=1.5$ eV, $a=0.40$ nm and $d=0.19$ nm, $C_3$ rises from $2.4\times10^{-4}$ to $3.8\times10^{-3}$ nm$^3$ as $\Delta$ falls from 1.5 to 0.1 eV, roughly as $1/\Delta$.

The first needs a smooth periodic gauge, but no localized functions. It defines every $C_m$ and gives the series at all odd orders, yet does not say what distribution the coefficients describe. The second needs localized eigenfunctions of $PxP$. In return it identifies $C_3$ as the summed third central moment of the Wannier densities in one cell.

That identification depends on the choice of Wannier functions. In another gauge $K$ has a linear term, and $\mathrm{Tr}K^2$ and in general $\mathrm{Tr}K^3$ contribute at third order; only the sum of the three traces gives $C_3$. It also stops at third order, because the off-diagonal elements of $K$ enter from $b^4$ on. For one band the difference at fifth order can be found. In the gauge of constant $A$, the Wannier density has the characteristic function $\langle w|e^{-ibx}|w\rangle=\overline{e^{F}}$, whereas the $C_m$ come from $\overline F$. The modulus of the overlap is unchanged when its end points are exchanged, so $\ln|S|=-\tfrac12b^2g(k+b/2)+O(b^4)$ and
\begin{equation}
F=-ibC_1-\frac{b^2}{2}g+b^3\left(\frac{i}{6}c_3-\frac{g'}{4}\right)+\dots
\end{equation}
Now $\ln\overline{e^F}=\overline F+\tfrac12\mathrm{var}F+\dots$, and the first term of the variance is of order $b^4$. At order $b^5$ the addition is $-\tfrac{i}{12}\mathrm{cov}(g,c_3)$, because $\mathrm{cov}(g,g')$ is the average of a total derivative and vanishes. Matching to $-ib^5\kappa_5^{w}/120$ gives
\begin{equation}
\kappa_5^{w}=C_5+10\,\mathrm{cov}(g,c_3).
\label{eq:fifth}
\end{equation}

\section{A two-site chain}

\subsection{Closed formula and limits}

Place site A at $0$ with energy $+\Delta$ and site B at $d$ with energy $-\Delta$. Let $r=a-d$ be the other bond length. The hoppings are $t_1$ across $d$ and $-t_2$ across $r$; the opposite sign is that of a p orbital between two d orbitals. With site positions in the phases,
\begin{equation}
h=t_1e^{ikd}-t_2e^{-ikr},\quad
E^2=\Delta^2+t_1^2+t_2^2-2t_1t_2\cos ka ,
\end{equation}
and the Hamiltonian is $\mathbf v\cdot\boldsymbol\sigma$ with $\mathbf v=(\mathrm{Re}h,-\mathrm{Im}h,\Delta)$. The filled state has Bloch vector $\mathbf n=-\mathbf v/E$.

To apply (\ref{eq:local}), turn the axes so that $\mathbf n$ points along $z$ at the chosen $k$. Nearby, the lower spinor component of $v$ is $(n_x+in_y)/2$ to second order, so
\begin{equation}
c_3=-\tfrac14\,\mathbf n\cdot(\mathbf n'\times\mathbf n'')
=\frac{\mathbf v\cdot(\mathbf v'\times\mathbf v'')}{4E^3}.
\end{equation}
Derivatives of $1/E$ drop out because they add vectors already present in the triple product. As $\Delta$ is constant, the triple product is $-\Delta\,\mathrm{Im}(h'^*h'')$. Inserting
\begin{equation}
h'=i(dt_1e^{ikd}+rt_2e^{-ikr}),\quad
h''=-(d^2t_1e^{ikd}-r^2t_2e^{-ikr})
\end{equation}
gives
\begin{equation}
C_3=-\frac{\Delta}{4}\,\overline{\left[\frac{d^3t_1^2-r^3t_2^2-t_1t_2dr(r-d)\cos ka}{E^3}\right]} .
\label{eq:C3}
\end{equation}

For $t_2=0$ the chain is a set of dimers. The electron is on A with probability $p=(1-\Delta/E)/2$ and on B with $q=1-p$. The third central moment of this two-point distribution is $d^3pq(p-q)$. With $pq=t_1^2/4E^2$ and $p-q=-\Delta/E$ it equals (\ref{eq:C3}).

Equation (\ref{eq:C3}) vanishes for $\Delta=0$, and for $d=r$ with $t_1=t_2$. Both chains have inversion symmetry, which forbids odd central moments. It can also vanish without symmetry, when the short strong bond and the long weak bond balance.

\subsection{Numbers for a Ti--O chain}

Take $a=0.40$ nm, $\Omega=0.16$ nm$^2$, $d=0.19$ nm and $\Delta=1.5$ eV, with A as titanium and B as oxygen. A hopping of 1.5 eV at 0.20 nm, scaled as length$^{-3.5}$, gives $t_1=1.795$ eV and $t_2=1.265$ eV. The gap is 3.18 eV. The remaining charge of the cell, $+2e$, is held fixed.

The centre moves continuously from 0.2000 nm in the centred chain to 0.17424 nm. With $2e/(a\Omega)=31.25\,e/\mathrm{nm}^3$ and $1\,e/\mathrm{nm}^2=16.02$ $\mu$C/cm$^2$,
\begin{equation}
P=31.25\times16.02\times0.02576=12.9\ \mu\mathrm{C/cm^2}.
\end{equation}
Equation (\ref{eq:C3}) gives $C_3=-2.093\times10^{-4}$ nm$^3$ $(-1.412$ bohr$^3)$, in agreement with the Wannier functions of a 60-cell open chain. A different smooth gauge, with factor $e^{i\theta}$ and $\theta=-0.5\sin ka$, keeps the centre but has a third moment of $3.84\times10^{-3}$ nm$^3$, of opposite sign and 18 times larger; $\theta=+0.5\sin ka$ gives $-4.26\times10^{-3}$ nm$^3$. Neither describes the mesh error.

For $N=24$, $b=0.6545$ nm$^{-1}$, and (\ref{eq:dP}) gives
\begin{equation}
\delta P=500.7\times\frac{0.4284\times(-2.093\times10^{-4})}{6}
=-7.48\times10^{-3}\ \mu\mathrm{C/cm^2}.
\end{equation}
The measured error is $-7.49\times10^{-3}$. At $N=8$ it is $-0.06775$, against $-0.06732$ from the quadratic law. The fitted $C_5=7.24\times10^{-6}$ nm$^5$ contributes a further $-0.00045$, close to the difference of $-0.00043$. The Wannier density has $\kappa_5^w=-8.13\times10^{-6}$ nm$^5$, of the other sign; the gap between the two agrees with $10\,\mathrm{cov}(g,c_3)=-1.537\times10^{-5}$ nm$^5$, as (\ref{eq:fifth}) requires. The fifth cumulant of the total position of an open chain grows by $7.24\times10^{-6}$ nm$^5$ per added cell, equal to $C_5$.

Solving (\ref{eq:dP}) for an error of 0.01 $\mu$C/cm$^2$ gives $N=21$, where the measured error is $-0.0098$. This count holds for these parameters; it scales as $|C_3|^{1/2}$ at fixed $a$, $\Omega$ and tolerance, and is not fixed by the size of $P$ in general. Along the present distortion path, with the hoppings scaled by bond length, $C_3$ is nearly proportional to $P$ for small displacements.

Moving the mesh origin changes $P$ by up to $4.4\times10^{-5}$ $\mu$C/cm$^2$ at $N=8$ and $5\times10^{-9}$ at $N=16$, for eight equally spaced offsets. The aliasing terms are thus far below the quadratic error here.

With $t_1$ and $t_2$ held fixed, $C_3$ vanishes at $d=0.1802$ nm, although the chain has no inversion centre and the electron centre lies 0.034 nm from the value $a/2$ of the centred chain. Doubling $N$ from 30 to 60 then reduces the error 16.0 times: the law has become quartic.

\subsection{Removing the quadratic error on the same mesh}

Overlaps between second neighbours on the mesh give $X(2b)=-\mathrm{Im}\bar F(2b)/(2b)$, up to aliasing. It is known modulo $a/2$, so the branch nearest $X(b)$ is taken. Its quadratic term is four times larger, and
\begin{equation}
\frac{4X(b)-X(2b)}{3}=C_1+\frac{4-16}{3}\,\frac{b^4C_5}{120}+\dots
=C_1-\frac{b^4C_5}{30}+\dots
\end{equation}
No further diagonalization is needed. At $N=24$ the error falls from $7.5\times10^{-3}$ to $2.2\times10^{-5}$ $\mu$C/cm$^2$ in magnitude. The combination does not remove aliasing, which matters for small gaps: with $\Delta=0.3$ eV, $t_1=t_2=1.5$ eV and the same geometry, the residual at $N=24$ is $-5.7\times10^{-4}$ $\mu$C/cm$^2$, against $+1.1\times10^{-4}$ from the quartic term.

\subsection{Relation to barium titanate}

The gap and bond lengths are in the rough range of tetragonal barium titanate, whose polarization is roughly 25 $\mu$C/cm$^2$ at room temperature. The chain gives half of that for the chosen $d$, and the value is sensitive to this choice: with $a=0.404$ nm, $\Omega=0.159$ nm$^2$ and a short bond of 0.187 or 0.183 nm it gives 18 or 23 $\mu$C/cm$^2$. It contains one p--d band pair and moves one ion, so neither agreement nor disagreement tests the real crystal. Estimates with round strengths show its margins. A dipole matrix element of 0.01 nm between neighbouring orbitals, equal in sign and size on both bonds, changes $P$ by about 1.3 $\mu$C/cm$^2$ (2.2 if it scales with bond length like the hopping). An interchain hopping of 0.1 eV on one sublattice changes it by 0.04; equal hoppings on both sublattices give no change and opposite ones 0.17. An oxygen vibration of 0.005 nm changes it by $-0.18$ when all oxygens move in phase, by $-0.08$ when they move independently, and by $-0.007$ when neighbours alternate. Most of these exceed the mesh error at $N=24$.

An applied voltage breaks the assumption of zero field. At 1 MV/cm the electronic response with fixed ions adds 0.24 $\mu$C/cm$^2$, or 2\% of $P$, which corresponds to an electronic permittivity of 3.7. In barium titanate the ions respond far more strongly, and this field exceeds the bulk coercive field, so the figure is not the response of the real crystal. Without electrode charge the depolarizing field would be far larger: it drops 5.8 V per cell unscreened and about 1.6 V with the chain's linear electronic screening, so the drop across a few cells exceeds the gap. The zero-field result therefore applies to a short-circuited sample with ideal electrodes; real electrodes screen incompletely and leave a residual field in thin films.

\section*{Numbers as computed}
\begin{verbatim}
GENERAL TESTS
four-site chain: C3 = -0.000735 a^3
  total-position cumulant per added cell = -0.000735 a^3
  N=48 centre error = 2.0986e-06 a, law 2.0988e-06 a
  remainder ratio N=24 to 48 = 16.006
  configurations enumerated = 924
  small-chain cumulant: enumerated = -0.002038 a^3
smooth potential: C3 = 0.20933 bohr^3
  N=48 error = -1.6606e-05 bohr, law -1.6605e-05 bohr
  remainder ratio N=24 to 48 = 15.999
POLAR CHAIN
a = 0.40 nm, area = 0.16 nm^2, short bond = 0.19 nm
D = 1.50 eV, t1 = 1.7950 eV, t2 = 1.2645 eV
reference hopping = 1.5 eV at 0.20 nm, power = 3.5
gap = 3.182 eV
electron centre = 0.174242 nm, centred chain = 0.200000 nm
polarization = 12.8964 uC/cm^2
C2 = 8.607886e-03 nm^2
C3 = -2.092695e-04 nm^3 = -1.41222 bohr^3
third moment in twisted gauge = 3.8425e-03 nm^3
C5 = 7.2384e-06 nm^5, Wannier fifth cumulant = -8.1289e-06 nm^5
  10 cov(g,c3) = -1.5367e-05 nm^5
mesh errors in uC/cm^2: measured, quadratic law, two-step fix
  N= 6: -1.209e-01, -1.197e-01, 6.102e-03
  N= 8: -6.775e-02, -6.732e-02, 1.851e-03
  N=12: -3.001e-02, -2.992e-02, 3.578e-04
  N=16: -1.686e-02, -1.683e-02, 1.127e-04
  N=24: -7.486e-03, -7.481e-03, 2.221e-05
  N=48: -1.870e-03, -1.870e-03, 1.387e-06
two-step fix: error ratio N=30 to 60 = 16.02
N for 0.01 uC/cm^2 = 21, error there = -0.00978 uC/cm^2
mesh-offset spread at N=8 = 4.43e-05 uC/cm^2
mesh-offset spread at N=16 = 5.10e-09 uC/cm^2
C3 = 0 at d = 0.18016 nm (t1, t2 fixed)
  centre off symmetric point = -0.03374 nm
  error ratio N=30 to 60 = 16.00
NEGLECTED EFFECTS: change of P in uC/cm^2, of C3 in nm^3
interchain hopping 0.1 eV: 0.0412, -2.78e-07
interaction U=4.0, V=1.0 eV: 1.5935, -8.31e-05
oxygen vibration 0.005 nm: -0.1832, 1.35e-05
off-diagonal dipole 0.01 nm: size 1.3041 uC/cm^2
field 1 MV/cm: induced P = 0.2397 uC/cm^2
  energy drop per cell / gap = 0.0126
thermal factor exp(-gap/2kT), 300 K = 1.9e-27
unscreened depolarizing drop per cell = 5.826 V
\end{verbatim}
